# Phase-field dewetting with suppressed bulk transport and a checked surface flux

A phase-field simulation of a dewetting film can conserve mass, lower its energy and still move material by the wrong route. Surface diffusion should carry atoms along the film surface. If the mobility is chosen to vanish in the pure phases, bulk transport seems to be switched off. But a curved surface shifts the bulk order parameter slightly away from its pure values, and the mobility there is no longer zero. With one of the two mobilities compared below, this leak does not disappear as the interface is made thinner.

## The leak, by hand

Let \(u=1\) denote film and \(u=0\) vapour. The surface energy \(\gamma\) is isotropic, the substrate is rigid and flat, the problem is two-dimensional, and there is no evaporation or elastic stress. Take the free energy

\[
F=\gamma\int\left[3\varepsilon|\nabla u|^2+\frac{3u^2(1-u)^2}{\varepsilon}\right]dA .
\]

The length \(\varepsilon\) sets the interface width. Varying \(u\) and integrating the gradient term by parts gives the chemical potential

\[
\mu=6\gamma\left[-\varepsilon\nabla^2u+\frac{f(u)}{\varepsilon}\right],
\qquad f(u)=u(1-u)(1-2u).
\]

In a uniform bulk region the Laplacian vanishes, so \(f(u)=\varepsilon\mu/(6\gamma)\). Since \(f'(0)=f'(1)=1\), both phases shift by

\[
\delta\simeq\frac{\varepsilon\mu}{6\gamma}.
\]

Now compare two mobilities, both normalized below to the same surface mobility \(M_s\):

\[
M_2=\frac{6M_s}{\varepsilon}u^2(1-u)^2,\qquad
M_1=\frac{M_s}{\varepsilon}|u(1-u)| .
\]

At leading order in \(\delta\), their bulk values are

\[
M_2\simeq\frac{6M_s\delta^2}{\varepsilon}
=\frac{M_s\varepsilon\mu^2}{6\gamma^2},\qquad
M_1\simeq\frac{M_s|\delta|}{\varepsilon}
=\frac{M_s|\mu|}{6\gamma}.
\]

Consider a film of thickness \(H\) in which surface and bulk feel the same lateral gradient of \(\mu\). The surface conducts in proportion to \(M_s\), the film interior in proportion to \(H\) times its mobility. For \(\mu=\gamma/H\) and \(\varepsilon=0.08H\), the bulk-to-surface ratios are

\[
M_2:\ \frac{0.08}{6}=0.013,\qquad M_1:\ \frac16=0.17 .
\]

Halving \(\varepsilon\) halves the first ratio and leaves the second unchanged. The method therefore uses \(M_2\). These ratios assume that the bulk has already reached its shifted value, a point that matters when the simulation is read. For \(\mu>0\) the shifted film value lies above \(u=1\). A film that starts below 1 must pass through \(u=1\), where \(M_2\) vanishes quadratically, and this can hold it back. The first ratio is therefore an estimate for a film that is already shifted, not a prediction for every run.

## One implicit step with two cells

Let two cells of spacing \(h\) have \(u_1=\tfrac12+a\) and \(u_2=\tfrac12-a\). Then

\[
f(u_1)=\left(\tfrac14-a^2\right)(-2a),\qquad
-\nabla^2u\big|_1=\frac{u_1-u_2}{h^2}=\frac{2a}{h^2},
\]

and, by antisymmetry,

\[
\mu_1=-\mu_2=6\gamma\left[\frac{2\varepsilon a}{h^2}
-\frac{2a(\frac14-a^2)}{\varepsilon}\right].
\]

Let a time step \(\Delta t\) change the cells by \((q,-q)\). Because \(f'(u)=1-6u(1-u)=-\tfrac12+6a^2\) in both cells, the new potential in cell 1 is approximately \(\mu_1+\lambda q\), where

\[
\lambda=6\gamma\left[\frac{2\varepsilon}{h^2}
+\frac{-\frac12+6a^2}{\varepsilon}\right].
\]

With face mobility \(M_f\), the potential difference is \(2(\mu_1+\lambda q)\), so conservation gives

\[
q=-\Delta t\,\frac{2M_f}{h^2}(\mu_1+\lambda q)
\quad\Longrightarrow\quad
q=-\frac{(2M_f\Delta t/h^2)\,\mu_1}{1+(2M_f\Delta t/h^2)\,\lambda}.
\]

One cell gains what the other loses. If \(M_f=0\), nothing moves. A small \(\Delta t\) gives an explicit step; a large one gives \(q\to-\mu_1/\lambda\), which is a Newton step towards equal potentials. The smallest \(\lambda\) occurs at \(a=0\) and is positive when \(h<2\varepsilon\). On a coarser grid the denominator can vanish for some \(\Delta t\). This condition applies to the pair and is not a stability proof for a large grid.

## The general algorithm

The evolution equation is

\[
\frac{\partial u}{\partial t}=\nabla\cdot(M_2\nabla\mu).
\]

Let \(G\) be the matrix of differences across cell faces, divided by \(h\), and let \(D_M\) be the diagonal matrix of face-averaged mobilities. Then \(K=G^TD_MG\) represents \(-\nabla\cdot M\nabla\). Let \(\mathcal H\) be the derivative of the discrete \(\mu\) with respect to \(u\). Each step is as follows.

1. Compute \(D_M\), \(\mu^n\) and \(\mathcal H\) from the current \(u^n\).
2. Substitute \(\mu^{n+1}\simeq\mu^n+\mathcal H\Delta u\) into \(\Delta u=-\Delta t\,K\mu^{n+1}\), and solve
\[
(I+\Delta t\,K\mathcal H)\,\Delta u=-\Delta t\,K\mu^n .
\]
3. Set \(u^{n+1}=u^n+\Delta u\).

A constant vector has no differences, so \(G\mathbf1=0\) and \(\mathbf1^TK=0\). The sum of \(\Delta u\) is therefore zero: mass is conserved apart from rounding and solver error.

The contact angle \(\theta\), measured inside the film, enters through the wall energy density

\[
f_w(u)=-\gamma\cos\theta\,(3u^2-2u^3).
\]

Its difference \(f_w(0)-f_w(1)=\gamma\cos\theta\) is the one required by Young's law. Setting the boundary variation \(6\gamma\varepsilon\,\partial_nu+f_w'(u)\) to zero, with \(n\) pointing into the substrate, gives

\[
\partial_nu=\frac{\cos\theta}{\varepsilon}\,u(1-u).
\]

No mass crosses the wall, so \(M_2\partial_n\mu=0\) there.

## Why the limit is surface diffusion

The following is a formal leading-order argument for a smooth interface with \(\varepsilon|\kappa|\ll1\), away from contact lines and changes of topology. Let \(z\) be the distance from the surface, positive into the vapour, and let the curvature \(\kappa\) be positive for a convex film.

**Profile.** At equilibrium on a flat surface, \(\varepsilon^2u_{zz}=f(u)\). Since \(f\) is the derivative of \(\tfrac12u^2(1-u)^2\), multiplying by \(u_z\) and integrating gives \(\varepsilon^2u_z^2=u^2(1-u)^2\). As \(u\) falls towards the vapour,

\[
\varepsilon u_z=-u(1-u).
\]

The two terms of \(F\) are then equal, and changing the variable from \(z\) to \(u\) gives

\[
6\gamma\int\varepsilon u_z^2\,dz=6\gamma\int_0^1u(1-u)\,du=\gamma,
\qquad
\int M_2\,dz=6M_s\int_0^1u(1-u)\,du=M_s .
\]

For the other mobility, \(\int M_1dz=M_s\int_0^1du=M_s\), so the comparison is fair.

**Potential.** In the core of the interface \(M_2\) is of order \(M_s/\varepsilon\). A normal flux of the order of the surface velocity \(V\) needs \(\mu_z\sim\varepsilon V/M_s\), so \(\mu\) varies by only \(\varepsilon^2V/M_s\) across a width \(\varepsilon\). This estimate does not cover the far tails, where \(M_2\) is small, which is one reason the argument is formal. With \(\mu\) constant across the layer and \(\nabla^2u\simeq u_{zz}+\kappa u_z\), multiply the definition of \(\mu\) by \(u_z\) and integrate from film to vapour. The left side is \(-\mu\). On the right, \(u_{zz}u_z\) and \(f(u)u_z\) are total derivatives and drop out at leading order. Since \(\int u_z^2dz=1/(6\varepsilon)\),

\[
-\mu=-6\gamma\varepsilon\kappa\,\frac{1}{6\varepsilon}
\quad\Longrightarrow\quad \mu=\gamma\kappa .
\]

**Flux.** A profile moving outward with velocity \(V\) has \(u_t=-Vu_z\), whose integral across the layer is \(V\). The integrated conservation law, without the small bulk fluxes at its ends, is

\[
V=\frac{\partial}{\partial s}\left(M_s\frac{\partial\mu}{\partial s}\right)
=B\frac{\partial^2\kappa}{\partial s^2},\qquad
J=-B\frac{\partial\kappa}{\partial s},\qquad B=M_s\gamma ,
\]

where \(s\) is arc length and \(M_s\) is constant.

An equilibrium disc of radius \(H\) tests the potential and the bulk shift. At \(\varepsilon=0.08H\) it gives \(\mu=1.001\,\gamma/H\) and \(u(0)-1=0.0128\), against \(\varepsilon\mu/(6\gamma)=0.0134\). The next term explains the gap: near the film phase \(f(1+\delta)\simeq\delta+3\delta^2\), which lowers the prediction by \(3(0.0134)^2=0.0005\). At \(\varepsilon=0.16H\) the shift is 0.016 instead of 0.027. The centre is then only about six \(\varepsilon\) from the surface, so it is not yet a uniform bulk. Inside the film the deviation \(w\) from the bulk value obeys \(\varepsilon^2\nabla^2w\simeq w\). Its radially symmetric solution, if of order one at the surface, is still about \(\sqrt{2\pi H/\varepsilon}\,e^{-H/\varepsilon}=0.012\) at the centre, which is about the size of the gap.

## An independent sharp-interface reference

The reference follows a curve \(X(s,t)\) from the symmetry axis to the contact line, using \(X_{ss}=-\kappa n\) with \(n\) the outward normal. Multiplying by test functions \(\varphi\) and \(\omega\) and integrating by parts gives

\[
\int V\varphi\,ds=-B\int\kappa_s\varphi_s\,ds,\qquad
\int\kappa\,n\cdot\omega\,ds=\int X_s\cdot\omega_s\,ds-\cos\theta\,\omega_x^{\rm contact}.
\]

The first equation contains zero flux at both ends. The last term of the second imposes Young's angle, because the tangent at the right contact line has horizontal component \(\cos\theta\).

To check its speed, perturb a circle as \(r=R(1+a\cos m\phi)\). To first order in \(a\), \(\kappa=[1+(m^2-1)a\cos m\phi]/R\). Two arc-length derivatives multiply the perturbation by \(-m^2/R^2\), and \(V=R\dot a\cos m\phi\), so

\[
\dot a=-\frac{Bm^2(m^2-1)}{R^4}\,a .
\]

For \(m=2\) and \(R=H\) the predicted rate is \(12B/H^4\); the tracker gives 11.99.

## A retracting film edge

The initial film has thickness \(H\), a flat half-length of \(1.5H\) and a rounded edge of radius \(H\). The contact angle is \(120^\circ\). The tracker smooths the edge until \(t=0.02H^4/B\), and both methods then run from that curve to \(t=0.20H^4/B\). In the reference the contact line retracts from \(2.35H\) to \(2.11H\), and the centre height rises from \(1.00H\) to \(1.11H\).

The mean flux is the mass gained inside a vertical section divided by the elapsed time. At \(x=0.3\), 0.6 and \(0.9H\), the reference gives 0.192, 0.389 and 0.591 in units of \(B/H^2\), directed inward. Errors below are norms of the difference over these three sections, divided by the norm of the reference. The ratio \(h/\varepsilon=0.625\) and the time step \(0.003H^4/B\) are held fixed.

| \(\varepsilon/H\) | Mean flux at \(0.9H\) | Mean-flux error | End-flux error |
|---|---:|---:|---:|
| 0.16 | 0.663 | 12.5% | 10.0% |
| 0.12 | 0.630 | 6.8% | 5.7% |
| 0.08 | 0.607 | 2.8% | 2.2% |

The end flux is computed locally, from \(M_2\nabla\mu\) in one method and \(B\,\partial\kappa/\partial s\) in the other. It therefore checks more than the accumulated mass.

Halving \(\varepsilon\) reduces the mean-flux error by \(12.45/2.83=4.4\), an observed order of \(\ln4.4/\ln2=2.1\). Extrapolation linear in \(\varepsilon\) is then unsuitable: it gives 0.561 at \(x=0.9H\), about 5% too low. Using an \(\varepsilon^2\) law with the two smaller widths gives

\[
0.6071-\frac{0.08^2}{0.12^2-0.08^2}(0.6304-0.6071)
=0.6071-0.8(0.0233)=0.588,
\]

within 0.4% of the reference. This agreement should not be read too finely. At \(\varepsilon=0.16H\), reducing \(h\) from \(0.1H\) to \(0.075H\) and halving the time step changes the mean flux by 0.8% of the reference. Because \(h/\varepsilon\) is held fixed in the table, the grid's share of this error need not vanish as \(\varepsilon\) decreases, and it enters the observed order. The coarse grid lowers the flux and so hides part of the finite-width error. Refining \(h\) alone raises the mean-flux error from 12.5% to 13.5% at \(\varepsilon=0.16H\) (\(h=0.06H\)), and by about 0.6 percentage points at \(\varepsilon=0.08H\) (\(h=0.0375H\)). Extrapolating in \(h^2\) and \(\Delta t\) gives errors of roughly 14% and 4%, an order near 1.8, and an \(\varepsilon^2\) limit about 0.8% above the reference instead of 0.4% below it. The second-order behaviour is an observation over three widths, not a derived result.

## What the bulk share measures

At the end time, the part of the flux through \(x=0.9H\) lying farther than \(0.4H\) from the surface is 3.7%, 0.59% and 0.026% for the three widths. This falls much faster than \(\varepsilon\). The interface tail explains it. At distance \(d\) on the vapour side, \(u_d=1/(1+e^{d/\varepsilon})\), and the fraction of \(\int M_2dz\) beyond it is

\[
6\int_0^{u_d}u(1-u)\,du=3u_d^2-2u_d^3 .
\]

Counting both sides gives 3.3%, 0.70% and 0.027%, of the same size as the measured totals. The match is only good to about a quarter, because the measured shares depend on where the cut at \(0.4H\) falls among the cells: on finer grids 3.7% becomes 2.7% (\(h=0.06H\)) and 0.026% becomes about 0.03% (\(h=0.0375H\)). The run therefore does not resolve the true bulk leak of order \(\varepsilon\). There is a reason to expect this. In the bulk \(\mu\simeq6\gamma\delta/\varepsilon\), so \(\delta\) spreads with diffusivity \(6\gamma M_2/\varepsilon=M_s\mu^2/\gamma\). For \(\mu=\gamma/H\), crossing a distance \(H\) takes about \(H^4/B\), longer than the run of \(0.18H^4/B\). This estimate suits the vapour side. Inside the film, \(u\) must also pass through 1, where \(M_2\) vanishes, so the shift can be delayed much further.

With \(M_1\), the mean-flux error is 14.9% at \(\varepsilon=0.16H\) and still 13.3% at \(0.12H\), where \(M_2\) gives 6.8%. The far shares are 18% and 12%. The tail fraction is now \(2u_d\), or 15% and 6.9%, leaving roughly 3 and 5 percentage points that do not shrink. Two widths cannot establish a limit, but they agree with the persistent leak found by hand.

## Real films and the limits of the model

Solid metal films on oxides can dewet by surface diffusion when heated, and a contact angle above \(90^\circ\) is plausible for them. For a film 50 nm thick, \(\varepsilon=0.08H\) is 4 nm. The distance over which \(u\) goes from 0.1 to 0.9 is \(2\varepsilon\ln9=4.4\varepsilon\), about 18 nm, far wider than a real solid surface. Here \(\varepsilon\) is a numerical parameter. For films of the same shape, physical times scale as \(H^4/B\): doubling every length multiplies them by 16, and a tenfold error in \(B\) changes them tenfold. Real crystals also break the assumption of isotropy. Facets can alter both the driving force and the mobility, and this calculation gives no estimate of that change.

The example covers edge retraction, not the breaking of a film. When the film thins to only a few \(\varepsilon\), its diffuse surface reaches the substrate and the derivation fails. The moment of pinch-off then needs its own convergence study. Small, highly curved features also need care: the equilibrated leak relative to the surface flux is \(H\varepsilon\mu^2/(6\gamma^2)\), so doubling the curvature requires a fourfold smaller \(\varepsilon\) to keep the same ratio at fixed \(H\). This rule applies only where the bulk has actually shifted. For a convex film with \(M_2\), the vapour side shifts, while the interior can stay below \(u=1\) for times of order \(H^4/B\) or longer. The remaining values are in the numerical output.

## Numbers as computed

```
Profile surface energy: 1.00000 gamma
Integrated mobility, quadratic law: 1.00000 Ms
Integrated mobility, linear law: 1.00000 Ms
Disc eps=0.16 H: mu=1.0083 gamma/H, u(0)-1=0.01580, eps*mu/6=0.02689
Disc eps=0.08 H: mu=1.0014 gamma/H, u(0)-1=0.01283, eps*mu/6=0.01335
Circle mode 2 decay: tracker 11.987, theory 12.000 B/H^4
Contact angle: 120 degrees
Start and end time: 0.02, 0.20 H^4/B
Contact line: 2.3504 -> 2.1067 H
Centre height: 0.9995 -> 1.1139 H
Tracker change on coarser mesh: 0.01 %
Sections x: [0.3 0.6 0.9] H
Inward fluxes below are in B/H^2
Sharp mean flux: [0.1919 0.3894 0.5908]
Sharp end flux:  [0.2513 0.4874 0.6918]
Sharp free energy at end: 3.9992 gamma*H
Quadratic mobility, eps=0.16 H, dx=0.100 H
  mean flux: [0.2174 0.4394 0.6628] error 12.45 %
  end flux:  [0.278  0.5378 0.7592] error 10.01 %
  bulk share at x=0.9 H: 3.660 %, energy 3.9215 gamma*H
Quadratic mobility, eps=0.12 H, dx=0.075 H
  mean flux: [0.2058 0.4168 0.6304] error 6.84 %
  end flux:  [0.2662 0.5159 0.7303] error 5.68 %
  bulk share at x=0.9 H: 0.586 %, energy 3.9461 gamma*H
Quadratic mobility, eps=0.08 H, dx=0.050 H
  mean flux: [0.1977 0.4008 0.6071] error 2.83 %
  end flux:  [0.257  0.4985 0.7071] error 2.24 %
  bulk share at x=0.9 H: 0.026 %, energy 3.9666 gamma*H
Observed order of mean-flux error: 2.14
Mean flux extrapolated to eps=0: [0.1815 0.3688 0.5606] error 5.18 %
Time step: 0.0030 H^4/B
Mean-flux change, finer dx and dt: 0.83 %
Linear mobility, eps=0.16 H: mean flux [0.218  0.4451 0.6807]
  error 14.87 %, bulk share at x=0.9 H 18.04 %
Linear mobility, eps=0.12 H: mean flux [0.2141 0.4389 0.6717]
  error 13.30 %, bulk share at x=0.9 H 11.94 %
```
